# Spin-pumping damping of in-phase and out-of-phase precession in coupled ferromagnets, part 1

(Sections cited here and not found follow in the second part.)

## I. The interface law and the lossless theorem

A precessing ferromagnet in contact with a normal metal sends spin into it and is damped by the loss. Suppose that this extra damping, calculated for one film on a perfect spin sink, is simply added to each of two films that share a metallic spacer. For the films of the worked example below, both collective modes would then have a total damping of 0.0109, if the sink is taken as vanishing accumulation at the interface of the diffusive model used here. The in-phase mode in fact has 0.0050, its intrinsic value, if the spacer does not relax spin. The addition fails because a spacer between two moving magnets is not a sink: each film also receives what the other emits.

The opposite shortcut fails as well. A spacer that conserves spin does not remove spin-pumping damping from every mode. The out-of-phase mode keeps it, in an amount set by the two interfaces and the spacer resistance in series. In this text "lossless" means that no spin flips in the spacer. It does not mean that the spacer has no resistance, or that no energy is dissipated.

### Assumptions and conventions

Film $i=1,2$ has thickness $d_i$, magnetization $M_i\mathbf m_i$ with $|\mathbf m_i|=1$, and equilibrium direction $\hat{\mathbf z}$, which is also the film normal. The magnetization of each film is uniform. SI units are used, since the quantities are those of laboratory magnetism. With $\gamma>0$, the field torque gives $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B$. Electron spin is antiparallel to magnetization, so the spin angular momentum of a film per area is

$$\mathbf S_i=-s_i\mathbf m_i,\qquad s_i=\frac{M_id_i}{\gamma}. \tag{1}$$

The internal field is $B_i\hat{\mathbf z}$ and $\omega_i=\gamma B_i$. It includes the demagnetizing field, which is constant to first order in the precession angle. A uniform transverse magnetization lies in the film plane and, in a laterally extended film, produces no magnetic charge. Precession is therefore circular, and there is no dipolar coupling between the films. Interlayer exchange is taken to be zero.

The films are thick enough to absorb all transverse spin that enters them. They also absorb and relax spin parallel to $\mathbf m$, a condition whose role appears after the theorem. Spins in the spacer respond within a time much shorter than the precession period, and they turn through a negligible angle in the applied field during that time.

The spin accumulation $\boldsymbol\mu$ is an energy vector. Its length is the difference between the chemical potentials of the two spin directions along it. The vector $\mathbf I_i$ is the spin angular momentum leaving film $i$ per time and area.

### Lemma 1: pumping and backflow are one law

To leading order in the precession frequency, and with the imaginary part of the mixing conductance neglected, the transverse spin current is

$$\mathbf I=\frac{g}{4\pi}\left(\hbar\,\mathbf m\times\dot{\mathbf m}-\boldsymbol\mu_\perp\right), \qquad g=\frac1{\mathcal A}\sum_n\left(1-\mathrm{Re}\,r_{n\uparrow}r_{n\downarrow}^*\right). \tag{2}$$

Here $\mathcal A$ is the interface area, $r_{n\uparrow}$ and $r_{n\downarrow}$ are the reflection amplitudes of channel $n$ for spins along and against the quantization axis $\mathbf m$, and $\boldsymbol\mu_\perp$ is the part of $\boldsymbol\mu$ perpendicular to $\mathbf m$.

*Proof for a magnet at rest.* Let the accumulation be perpendicular to $\mathbf m$. The occupation of incoming states is $f(E-\boldsymbol\mu\cdot\boldsymbol\sigma/2)$, with $f$ the Fermi function. Its excess over $f(E)$, integrated over energy, is $\boldsymbol\mu\cdot\boldsymbol\sigma/2$. Each channel delivers $1/(2\pi\hbar)$ electrons per time and energy, and each electron carries spin $\hbar\boldsymbol\sigma/2$. The incoming spin current per channel is therefore

$$\frac{\hbar}{2}\,\frac1{2\pi\hbar}\,\mathrm{Tr}\left[\boldsymbol\sigma\,\frac{\boldsymbol\mu\cdot\boldsymbol\sigma}{2}\right]=\frac{\boldsymbol\mu}{4\pi}, \tag{3}$$

because $\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}$.

Transverse spin resides in the off-diagonal element between $\uparrow$ and $\downarrow$. Reflection multiplies that element by $r_{n\uparrow}r_{n\downarrow}^*$. The real part of this product rescales the transverse spin, and the imaginary part rotates it about $\mathbf m$. The sum of the imaginary parts is neglected. The reflected current is then $\boldsymbol\mu\,\mathrm{Re}(r_{n\uparrow}r_{n\downarrow}^*)/4\pi$. Electrons arriving from inside the magnet have lost the phase relation between $\uparrow$ and $\downarrow$, so they bring no transverse spin. Incoming minus reflected current, summed over channels, is absorbed by the magnet. The current leaving it is $-g\boldsymbol\mu_\perp/4\pi$.

*Proof for a moving magnet.* Define $\boldsymbol\Omega=\mathbf m\times\dot{\mathbf m}$. Then

$$\boldsymbol\Omega\times\mathbf m=\dot{\mathbf m}(\mathbf m\cdot\mathbf m)-\mathbf m(\mathbf m\cdot\dot{\mathbf m})=\dot{\mathbf m}, \tag{4}$$

since $\mathbf m$ has unit length. A frame turning with angular velocity $\boldsymbol\Omega$ thus keeps the magnet at rest. The spinor in this frame is $\chi=U^\dagger\psi$ with $\dot U=-\tfrac i2\boldsymbol\Omega\cdot\boldsymbol\sigma\,U$, and the time derivative of $U$ adds $-\hbar\boldsymbol\Omega\cdot\boldsymbol\sigma/2$ to the Hamiltonian. For an electron of orbital energy $\varepsilon$ in the normal metal,

$$H_{\rm rot}=\varepsilon-\frac{\hbar}{2}\boldsymbol\Omega\cdot\boldsymbol\sigma,\qquad f\left(\varepsilon-\tfrac12\boldsymbol\mu\cdot\boldsymbol\sigma\right)=f\left(H_{\rm rot}-\tfrac12(\boldsymbol\mu-\hbar\boldsymbol\Omega)\cdot\boldsymbol\sigma\right). \tag{5}$$

Seen from the magnet, the metal has the accumulation $\boldsymbol\mu-\hbar\boldsymbol\Omega$. In this frame the scattering is that of a magnet at rest, apart from corrections of relative order $\hbar\omega$ over electronic energies. Replacing $\boldsymbol\mu_\perp$ by $\boldsymbol\mu_\perp-\hbar\boldsymbol\Omega$ in the static result gives (2). $\square$

The same $g$ must therefore govern the emission of spin and its absorption. This was tested on forty channels with random amplitudes, including partial transmission into the magnet. The sum over reflection amplitudes, the current pumped by a turning magnet and the absorption by a static one all give 39.568 for the total conductance of these channels.

In a diffusive spacer the electrons reaching an interface are not distributed as if they came from a reservoir at the local $\boldsymbol\mu$. This changes the number to be used for $g$. Below, $g_i$ denotes the interface conductance per area that is to be combined with a separate spacer resistance, and it is a parameter of the model. It is larger than the reservoir value $g_{\rm res}$ given by (2). To see this, let the spacer have $g_{\rm Sh}$ channels per area and no scattering, and let both interfaces absorb all transverse spin, so that $g_{\rm res}=g_{\rm Sh}$. Electrons leaving film $i$ then carry the accumulation $\hbar\boldsymbol\Omega_i$, and the current is $\hbar g_{\rm Sh}(\boldsymbol\Omega_1-\boldsymbol\Omega_2)/4\pi$, which is that of two interfaces with $g=2g_{\rm Sh}$ in series. With a common reflection factor for all channels the same counting gives $1/g=1/g_{\rm res}-1/(2g_{\rm Sh})$, and this relation holds approximately for a diffusive spacer. A "perfect sink" below means $\boldsymbol\mu=0$ at the interface with this larger $g$. A film pumping into a true reservoir has the smaller damping obtained with $g_{\rm res}$.

### Lemma 2: the torque and its sign

Spin leaving the film changes $\mathbf S_i$ at the rate $-\mathbf I_i$. By (1), $-s_i\dot{\mathbf m}_i$ contains $-\mathbf I_i$, so $\dot{\mathbf m}_i$ contains $+\mathbf I_i/s_i$. With intrinsic Gilbert damping $\alpha_0$, equal in both films,

$$\dot{\mathbf m}_i=-\gamma\,\mathbf m_i\times\mathbf B_i+\alpha_0\,\mathbf m_i\times\dot{\mathbf m}_i+\frac{\mathbf I_i}{s_i}. \tag{6}$$

For a perfect sink, $\boldsymbol\mu=0$, and the last term has the form of Gilbert damping with coefficient

$$\alpha_{\rm sp}=\frac{\hbar g}{4\pi s}=\frac{\gamma\hbar g}{4\pi Md}. \tag{7}$$

The sign is that of damping. For $\dot{\mathbf m}=\omega\hat{\mathbf z}\times\mathbf m$ at cone angle $\theta$, one has $\mathbf m\times\dot{\mathbf m}=\omega(\hat{\mathbf z}-\mathbf m\cos\theta)$, which pulls $\mathbf m$ towards $\hat{\mathbf z}$.

### Linearization and the spacer

Write $\mathbf m_i=\hat{\mathbf z}+\mathbf u_i$ with $\mathbf u_i\perp\hat{\mathbf z}$ and keep first order. The field torque becomes $-\gamma B_i\,\mathbf u_i\times\hat{\mathbf z}=\omega_i\hat{\mathbf z}\times\mathbf u_i$, and $\mathbf m_i\times\dot{\mathbf m}_i$ becomes $\hat{\mathbf z}\times\dot{\mathbf u}_i$. The $z$ component of the pumped spin is $\hat{\mathbf z}\cdot(\mathbf u_i\times\dot{\mathbf u}_i)$ times a constant, which is second order. At first order $\boldsymbol\mu$ is therefore transverse, and the subscript $\perp$ can be dropped.

Let $\zeta$ run across the spacer from film 1 at $-L/2$ to film 2 at $L/2$. Let $N$ be the density of states per volume and spin, and $D$ the diffusion constant. The difference between the number currents of the two spin directions is $-DN\,\partial_\zeta\boldsymbol\mu$, and the spin current is $\hbar/2$ times this. The electrical conductivity, to which both spins contribute, is $\sigma=2e^2ND$. Hence

$$\mathbf J=-K\,\partial_\zeta\boldsymbol\mu,\qquad K=\frac{\hbar}{2}DN=\frac{\hbar\sigma}{4e^2}. \tag{8}$$

Without spin flip and with negligible storage, $\mathbf J$ is uniform. Spin leaving film 1 enters film 2, so $\mathbf I_1=\mathbf J=-\mathbf I_2$. Let $\boldsymbol\mu_1$ and $\boldsymbol\mu_2$ be the accumulations at the two interfaces. The first interface, the spacer and the second interface give in turn

$$\frac{4\pi\mathbf J}{g_1}=\hbar\hat{\mathbf z}\times\dot{\mathbf u}_1-\boldsymbol\mu_1,\qquad \frac{4\pi\mathbf J}{g_N}=\boldsymbol\mu_1-\boldsymbol\mu_2,\qquad \frac{4\pi\mathbf J}{g_2}=\boldsymbol\mu_2-\hbar\hat{\mathbf z}\times\dot{\mathbf u}_2, \tag{9}$$

where $g_N=4\pi K/L=h\sigma/(2e^2L)$. Adding the three equations removes both accumulations:

$$\mathbf J=\frac{\hbar g_s}{4\pi}\,\hat{\mathbf z}\times(\dot{\mathbf u}_1-\dot{\mathbf u}_2),\qquad \frac1{g_s}=\frac1{g_1}+\frac1{g_2}+\frac1{g_N}. \tag{10}$$

The current is driven by the difference of the two velocities.

### Theorem 1: equal resonance, no spin flip

Let $\omega_1=\omega_2=\omega$. Under the stated assumptions and at linear order, the two films have the following modes.

(a) In the in-phase mode $\mathbf u_1=\mathbf u_2$, and the damping is $\alpha_0$ for any $g_1$, $g_2$ and $g_N$.

(b) In the out-of-phase mode $s_1\mathbf u_1=-s_2\mathbf u_2$, and the damping is $\alpha_0+\alpha_r$ with

$$\alpha_r=\frac{\hbar g_s}{4\pi}\left(\frac1{s_1}+\frac1{s_2}\right). \tag{11}$$

For identical films, $\alpha_r$ becomes

$$\alpha_{\rm odd}=\frac{\alpha_{\rm sp}}{1+g/(2g_N)}. \tag{12}$$

*Proof.* Inserting (10) into the linearized form of (6) gives

$$\begin{aligned}
\dot{\mathbf u}_1&=\omega\hat{\mathbf z}\times\mathbf u_1+\alpha_0\hat{\mathbf z}\times\dot{\mathbf u}_1+\frac{\hbar g_s}{4\pi s_1}\hat{\mathbf z}\times(\dot{\mathbf u}_1-\dot{\mathbf u}_2),\\
\dot{\mathbf u}_2&=\omega\hat{\mathbf z}\times\mathbf u_2+\alpha_0\hat{\mathbf z}\times\dot{\mathbf u}_2-\frac{\hbar g_s}{4\pi s_2}\hat{\mathbf z}\times(\dot{\mathbf u}_1-\dot{\mathbf u}_2).
\end{aligned} \tag{13}$$

Define the weighted mean $\mathbf U=(s_1\mathbf u_1+s_2\mathbf u_2)/(s_1+s_2)$ and the difference $\mathbf w=\mathbf u_1-\mathbf u_2$. Multiply the first equation by $s_1$, the second by $s_2$, and add: the exchange terms cancel. Then subtract the second equation from the first: the exchange terms add. The results are

$$\dot{\mathbf U}=\omega\hat{\mathbf z}\times\mathbf U+\alpha_0\hat{\mathbf z}\times\dot{\mathbf U},\qquad
\dot{\mathbf w}=\omega\hat{\mathbf z}\times\mathbf w+(\alpha_0+\alpha_r)\hat{\mathbf z}\times\dot{\mathbf w}. \tag{14}$$

The equations are independent. Setting $\mathbf w=0$ gives mode (a), and setting $\mathbf U=0$ gives mode (b). For identical films $1/g_s=2/g+1/g_N$, so $\alpha_r=2\hbar g_s/(4\pi s)=\alpha_{\rm sp}\,2g_s/g$, which is (12). $\square$

To read off decay rates, write $u=u_x+iu_y$, for which $\hat{\mathbf z}\times\mathbf u$ becomes $iu$. An equation of the form (14) with damping $\alpha$ is $(1-i\alpha)\dot u=i\omega u$, so that

$$u\propto e^{pt},\qquad p=\frac{i\omega}{1-i\alpha}=\frac{i\omega-\alpha\omega}{1+\alpha^2}. \tag{15}$$

The amplitude decays at the rate $\alpha\omega$, up to a relative correction $\alpha^2$.

### What cancels, and what is dissipated

In the in-phase mode $\mathbf J=0$, and (9) gives $\boldsymbol\mu=\hbar\hat{\mathbf z}\times\dot{\mathbf u}$ throughout the spacer. Pumping has not stopped. The accumulation has grown until backflow equals pumping at each interface. In the frame that turns with the common angular velocity $\boldsymbol\Omega=\hat{\mathbf z}\times\dot{\mathbf u}$, introduced in Lemma 1, the accumulation vanishes, so neither film has anything to relax against. Equal phase alone is not enough: the amplitudes must also be equal, because $\mathbf J$ follows $\dot{\mathbf u}_1-\dot{\mathbf u}_2$.

In the out-of-phase mode of identical films, (9) and (10) give $\boldsymbol\mu_1=(1-2g_s/g)\,\hbar\hat{\mathbf z}\times\dot{\mathbf u}_1=-\boldsymbol\mu_2$. The accumulation varies linearly across the spacer and vanishes at its centre. If $g_N\gg g$, then $2g_s/g\to1$ and the accumulation vanishes everywhere. Each film then has the full $\alpha_{\rm sp}$, which can be up to twice the damping of the same film on a reservoir. The sink is the other film, which emits the opposite spin.

The energy balance shows why a spin-conserving spacer can still damp. For small angles the magnetic energy per area is $\tfrac12\sum_is_i\omega|\mathbf u_i|^2$. Apply $\hat{\mathbf z}\times$ to the linearized (6), with $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf a)=-\mathbf a$ for transverse $\mathbf a$, and take the scalar product with $s_i\dot{\mathbf u}_i$. Since $\dot{\mathbf u}_i\cdot(\hat{\mathbf z}\times\dot{\mathbf u}_i)=0$ and $\dot{\mathbf u}_i\cdot(\hat{\mathbf z}\times\mathbf I_i)=-\mathbf I_i\cdot(\hat{\mathbf z}\times\dot{\mathbf u}_i)$,

$$s_i\omega\,\mathbf u_i\cdot\dot{\mathbf u}_i=-\alpha_0s_i|\dot{\mathbf u}_i|^2-\mathbf I_i\cdot(\hat{\mathbf z}\times\dot{\mathbf u}_i). \tag{16}$$

Summing over the films and using (10), the power lost through spin exchange is

$$P=\mathbf J\cdot\hat{\mathbf z}\times(\dot{\mathbf u}_1-\dot{\mathbf u}_2)=\frac{\hbar g_s}{4\pi}|\dot{\mathbf u}_1-\dot{\mathbf u}_2|^2=\frac{4\pi|\mathbf J|^2}{\hbar}\left(\frac1{g_1}+\frac1{g_2}+\frac1{g_N}\right). \tag{17}$$

This is heat generated by a spin current in three resistances in series.

The spin component along $\hat{\mathbf z}$ needs a separate account. As the out-of-phase mode decays, $m_z\simeq1-|\mathbf u|^2/2$ rises in both films. By (1) both then release spin of the same sign, in an amount of second order in $\mathbf u$. The part not taken up by intrinsic damping enters the spacer, and a lossless spacer cannot destroy it. It returns to the films as spin parallel to $\mathbf m$ and relaxes there, which is why the films were assumed to absorb such spin. Without that outlet it would pile up in the spacer, and the linear theory would be restricted to smaller angles. The in-phase mode carries no exchange current and does not need the outlet.

Without spin flip in the spacer and at equal resonance, the in-phase mode keeps only its intrinsic damping, while the out-of-phase mode has an extra damping set by the two interfaces and the spacer resistance in series. It remains to treat spin flip, spin storage in the spacer and detuned films, and to work through a numerical example.
